# Dispersion coefficients from mapped Gauss-Legendre quadrature on the imaginary frequency axis

## What symmetry and dimensions fix

Two neutral, isotropic species A and B sit a distance $R$ apart, far enough that their electron clouds do not overlap and near enough that the travel time of light is negligible. Their leading coupling is dipole-dipole, proportional to $R^{-3}$. Isotropy makes its first-order average vanish, so the energy starts at second order:

$$E=-\frac{C_6}{R^6}.$$

Dipoles are divided by $\sqrt{4\pi\varepsilon_0}$ throughout, so a polarizability $\alpha$ is a volume (Å$^3$), and $\omega$ stands for the energy $\hbar\omega$ (eV). Then $C_6$ has the dimension energy times volume squared. If each species has one static polarizability and one excitation energy, and each response enters once, then

$$C_6=\alpha_A\alpha_B\,F(E_A,E_B),$$

where $F$ is symmetric and of first degree in the energies. The rest of the problem is to find $F$, and to replace it by something computable when a molecule has hundreds of excitation energies.

## From a double sum to one integral

With the axis along $z$, the coupling is $V=R^{-3}\sum_i T_i\,d_i^Ad_i^B$, where $T=(1,1,-2)$. Let level $m$ of A lie at $\Omega_m$ above the ground state and have squared dipole matrix element $D_m$ per Cartesian direction, and likewise $n$ for B. Isotropy removes cross terms between directions, so second-order perturbation theory gives

$$C_6=\sum_iT_i^2\sum_{mn}\frac{D_mD_n}{\Omega_m+\Omega_n},\qquad \sum_iT_i^2=1+1+4=6 .$$

The polarizability at imaginary frequency is

$$\alpha(i\omega)=\sum_m\frac{f_m}{\Omega_m^2+\omega^2},\qquad f_m=2\Omega_mD_m .$$

Inserting $D_m=f_m/(2\Omega_m)$ turns the factor 6 into $6/4$:

$$C_6=\frac32\sum_{mn}\frac{f_mf_n}{\Omega_m\Omega_n(\Omega_m+\Omega_n)}.\tag{1}$$

This needs every level of both species. The denominator $\Omega_m+\Omega_n$ ties the two spectra together, and an integral separates them. For $a\neq b$, partial fractions give

$$\int_0^\infty\!\frac{d\omega}{(a^2+\omega^2)(b^2+\omega^2)}=\frac{1}{b^2-a^2}\,\frac{\pi}{2}\left(\frac1a-\frac1b\right)=\frac{\pi}{2ab(a+b)},$$

and the case $a=b$ follows by continuity. Each term of (1) is therefore $\frac32\cdot\frac2\pi$ times such an integral, and

$$C_6=\frac3\pi\int_0^\infty\alpha_A(i\omega)\,\alpha_B(i\omega)\,d\omega .\tag{2}$$

On the real axis $\alpha$ has poles; on the imaginary axis it is positive and decreases smoothly.

For one oscillator per species, $f=\alpha E^2$, and (1) becomes London's formula

$$C_6=\frac32\,\alpha_A\alpha_B\frac{E_AE_B}{E_A+E_B}.\tag{3}$$

This is the analytic two-oscillator result. Take $\alpha_A=2.0$ Å$^3$, $E_A=16$ eV, roughly an ammonia molecule, and $\alpha_B=5.5$ Å$^3$, $E_B=8$ eV, roughly a free silicon atom. Then $C_6=1.5\times11\times128/24=88$ eV Å$^6$, or 147.3 atomic units.

Coupled normal modes give an independent check. For each direction the squared mode energies are the eigenvalues of a matrix with diagonal $E_A^2,E_B^2$ and off-diagonal $\kappa=T_i\sqrt{\alpha_A\alpha_B}\,E_AE_B/R^3$. The two mode energies satisfy

$$(\omega_++\omega_-)^2=E_A^2+E_B^2+2\sqrt{E_A^2E_B^2-\kappa^2}\simeq(E_A+E_B)^2-\frac{\kappa^2}{E_AE_B}.$$

Half the change of $\omega_++\omega_-$ is $-\kappa^2/[4E_AE_B(E_A+E_B)]$, and summing over directions with $\sum T_i^2=6$ recovers (3). Without the expansion, the zero-point energy at 10 Å gives 88.0009 eV Å$^6$. The relative excess, $1\times10^{-5}$, has the size of the next expansion parameter, $\alpha_A\alpha_B/R^6=1.1\times10^{-5}$.

## What goes wrong with a cut-off interval

The direct way to evaluate (2) is to stop at some $L$ and apply Gauss-Legendre quadrature on $[0,L]$. The discarded tail is at most

$$\frac3\pi\,\alpha_A\alpha_BE_A^2E_B^2\int_L^\infty\frac{d\omega}{\omega^4}=\frac{\alpha_A\alpha_BE_A^2E_B^2}{\pi L^3}.$$

Divided by (3), this is a relative error $\varepsilon\simeq2E_AE_B(E_A+E_B)/(3\pi L^3)$ for large $L$. For $\varepsilon=10^{-6}$ the example needs $L\simeq870$ eV, although the integrand varies on the scale of 10 eV.

The long interval also slows the quadrature. As shown below, an $n$-point Gauss error shrinks roughly as $\rho^{-2n}$, where $\rho$ belongs to the largest ellipse with foci $\pm1$ that is free of poles. Its semi-axis sum is $\rho$ and its long semi-axis is $a=(\rho+1/\rho)/2$, so $\rho=a+\sqrt{a^2-1}$. On $[0,L]$ the pole $\omega=iE$ lies at $t=-1+2i\delta$ with $\delta=E/L$. Half the sum of its distances to the foci is $a=\delta+\sqrt{1+\delta^2}$, hence $\rho\simeq1+\sqrt{2\delta}$. With $E=8$ eV and $L=870$ eV, the unexpanded formula gives $\rho^2=1.31$. Ignoring prefactors, $\ln10^6/\ln1.31$ asks for about fifty points.

Higher accuracy makes matters worse. Since $L\propto\varepsilon^{-1/3}$ and $\ln\rho^2\propto L^{-1/2}$, the number of points grows as $\varepsilon^{-1/6}\ln(1/\varepsilon)$. Splitting the interval into panels that widen with $\omega$ would help. A change of variable goes further: it removes the cut-off altogether and keeps the poles away from the interval.

## The map

The integrand falls as $\omega^{-4}$, a power law, so a rational map suits it:

$$\omega=\omega_0\frac{1+t}{1-t},\qquad \frac{d\omega}{dt}=\omega_0\frac{(1-t)+(1+t)}{(1-t)^2}=\frac{2\omega_0}{(1-t)^2}.$$

It takes $[-1,1)$ to $[0,\infty)$, with half the nodes below $\omega_0$ when $n$ is even. With Gauss-Legendre nodes $t_k$ and weights $w_k$,

$$C_6^{(n)}=\frac3\pi\sum_{k=1}^n\frac{2\omega_0w_k}{(1-t_k)^2}\,\alpha_A(i\omega_k)\,\alpha_B(i\omega_k).\tag{4}$$

The Jacobian does no harm at $t=1$. Each oscillator becomes

$$\frac{E^2}{E^2+\omega^2}=\frac{E^2(1-t)^2}{E^2(1-t)^2+\omega_0^2(1+t)^2},$$

so the product supplies $(1-t)^4$ and the transformed integrand $g(t)$ vanishes as $(1-t)^2$. No tail is discarded.

Two points can be done by hand. Take $\omega_0=\sqrt{E_AE_B}=11.31$ eV. The nodes $t=\mp1/\sqrt3$, each of weight 1, give $\omega=3.03$ and 42.2 eV, with frequency weights 9.09 and 126.7 eV. The polarizability products are $1.931\times4.809=9.285$ and $0.2511\times0.1906=0.04787$ Å$^6$. Hence

$$C_6^{(2)}=\frac3\pi(84.45+6.06)=86.4\ \text{eV Å}^6,$$

which is 1.8 % below 88.

## Where the poles go, and how fast the error falls

The inverse map is $t=(\omega-\omega_0)/(\omega+\omega_0)$. At $\omega=iE$,

$$t=\frac{iE-\omega_0}{iE+\omega_0}=\frac{E^2-\omega_0^2+2iE\omega_0}{E^2+\omega_0^2},$$

which has modulus one. Every oscillator pole lands on the unit circle, at height

$$s=\frac{2E\omega_0}{E^2+\omega_0^2}.$$

For $|t|=1$ we have $|t^2-1|=|t-1/t|=2s$, so

$$(|t-1|+|t+1|)^2=2|t|^2+2+2|t^2-1|=4(1+s).$$

The long semi-axis of the ellipse through the pole is thus $\sqrt{1+s}$. The nearest pole decides:

$$\rho=\min_{E=E_A,E_B}\left(\sqrt{1+s}+\sqrt s\right).\tag{5}$$

To connect $\rho$ with the error, expand $g=\sum_ka_kT_k(t)$ in Chebyshev polynomials. Put $t=(z+1/z)/2$; the circle $|z|=r$, with $1<r<\rho$, is an ellipse free of poles. The Laurent coefficient formula on that circle gives $|a_k|\le2M_rr^{-k}$ for $k\ge1$, where $M_r$ is the largest $|g|$ on the ellipse. An $n$-point Gauss rule integrates degrees up to $2n-1$ exactly, and odd $T_k$ contribute zero by symmetry. For even $k\ge2n$ the true integral is $-2/(k^2-1)$, while the quadrature sum is at most 2 in size because $|T_k|\le1$ and the weights add to 2. For $n\ge2$ each such term errs by at most $2+2/15=32/15$, and summing the geometric series gives

$$\left|\int_{-1}^1g\,dt-\sum_kw_kg(t_k)\right|\le\frac{64}{15}\,\frac{M_r\,r^{-2n}}{1-r^{-2}}.\tag{6}$$

Since $r$ may approach $\rho$, the error falls at least as fast as any $r^{-2n}$ with $r<\rho$. If $E_A=E_B$, the poles become double and $M_r$ grows as $(\rho-r)^{-2}$. Choosing $r=\rho(1-1/n)$ then gives a bound proportional to $n^2\rho^{-2n}$: a power of $n$ appears, but the geometric rate survives.

## Choosing the scale

Write

$$s=\frac{2}{E/\omega_0+\omega_0/E}=\frac{1}{\cosh\ln(E/\omega_0)} .$$

The rate depends on the logarithmic distance between $E$ and $\omega_0$, and the more distant oscillator limits it. The larger distance is least at the midpoint, so the best asymptotic scale for two oscillators is $\omega_0=\sqrt{E_AE_B}$, where both have $s=2\sqrt{E_AE_B}/(E_A+E_B)$. Here $s=0.943$, $\rho=2.365$ and $\rho^2=5.59$. Equal energies would give $s=1$ and $\rho^2=(1+\sqrt2)^2=5.83$, the largest value the map allows.

The relative errors against (3) at this scale are:

| $n$ | relative error |
|---|---|
| 2 | $-1.8\times10^{-2}$ |
| 4 | $9.5\times10^{-4}$ |
| 6 | $5.4\times10^{-5}$ |
| 8 | $9.8\times10^{-7}$ |
| 10 | $-2.0\times10^{-8}$ |
| 12 | $-1.7\times10^{-9}$ |

Eight points reach $10^{-6}$, where the cut-off interval was estimated to need about fifty. The bound (6), minimized over $r$ on a grid, allows a relative error of $1.2\times10^{-4}$ at $n=8$; it guarantees the trend but overstates the error about a hundredfold.

The errors change sign, so the rate was tested on their envelope: the largest error for $n=20$ to 25 was compared with that for $n=50$ to 55 in 60-digit arithmetic. The measured factor per point is 5.63, against 5.59 from (5). At $\omega_0=4$ eV it is 3.53 against 3.61, and at 40 eV it is 3.20 against 3.23. At fixed $n=8$ those two scales give errors of $2.0\times10^{-5}$ and $3.4\times10^{-4}$. A poor scale costs points but does not spoil convergence.

A wide spectrum costs more. If $q=E_A/E_B\gg1$, the best scale gives $s\simeq2q^{-1/2}$ and $\ln\rho^2\simeq2\sqrt s$, so the number of points for a given accuracy grows as $q^{1/4}$.

## A molecule with many levels: NH$_3$

In this section's response formulas, atomic units are used. For a closed-shell molecule, time-dependent Hartree-Fock describes the linear response by amplitudes $X,Y$ for occupied-virtual pairs. With the usual real matrices $A,B$ and position matrix elements $d$,

$$(A-\omega)X+BY=-d,\qquad BX+(A+\omega)Y=-d .$$

Their sum and difference are

$$(A+B)(X+Y)-\omega(X-Y)=-2d,$$
$$(A-B)(X-Y)=\omega(X+Y).$$

Eliminate $X-Y$ and replace $\omega$ by $i\omega$, which changes the sign of $\omega^2$. Two spins contribute $\alpha=-2d^{T}(X+Y)$, so the mean over directions $c$ is

$$\alpha(i\omega)=\frac43\sum_cd_c^{T}\left[(A+B)+\omega^2(A-B)^{-1}\right]^{-1}d_c .\tag{7}$$

Once $A-B$ has been inverted, each node of (4) needs one linear solve with three right-hand sides, and no excited states. For reference, diagonalizing $(A-B)^{1/2}(A+B)(A-B)^{1/2}$ yields all $\Omega_m^2$ and $f_m$ of the same finite basis, and hence the double sum (1). Averaging over independent, uniformly distributed orientations of both molecules justifies using the mean $\alpha$.

With the aug-cc-pVDZ basis, N-H distance 1.01 Å and H-N-H angle 107°, the mean static polarizability is 1.866 Å$^3$. Along the molecular axis (7) gives 1.9049 Å$^3$, and a Hartree-Fock calculation in a small finite field gives 1.9050. The double sum for an NH$_3$ pair is $C_6=45.0$ eV Å$^6$, or 75.3 atomic units.

At $\omega_0=16$ eV the quadrature error relative to that sum is $-1.2\times10^{-3}$ for $n=4$, $-3.4\times10^{-6}$ for $n=8$ and $9\times10^{-8}$ for $n=12$. The response levels run from 7.4 to 500 eV, and their geometric mean, 60.8 eV, has the better guaranteed asymptotic rate. Yet at $n=8$ it gives $-6.5\times10^{-5}$, about twenty times worse, and at $n=16$ it is still worse, $1.2\times10^{-7}$ against $1.4\times10^{-8}$. For this molecule and these $n$, a scale near the effective energy serves better than the midpoint of the whole spectrum.

That effective energy follows by solving (3) for a like pair:

$$E_{\rm eff}=\frac{4C_6}{3\alpha^2}=\frac{4\times44.98}{3\times1.866^2}=17.2\ \text{eV}.$$

It reproduces the NH$_3$ pair by construction. A trial outside the fit, though for one partner only, is the mixed pair with oscillator B: the full response gives 83.1 eV Å$^6$ and the two-oscillator formula 84.1, which is 1.2 % high.

## How far the number can be trusted

Quadrature error is soon the smallest concern. With the basis and geometry fixed, replacing Hartree-Fock by PBE0 response raises $C_6$ by 10.6 %, an indication of the correlation error and not a bound on it. A larger nitrogen basis, within Hartree-Fock, raises it by 1.1 %; this is not the whole basis error, because the hydrogen basis was left unchanged. The oscillator strengths add to 8.4 instead of the 10 of a complete basis, so the high-frequency tail is too weak; most of the deficit belongs to the nitrogen core, at hundreds of eV, and changes $C_6$ by well under 1 %. Vibrational polarizability is left out.

Other interactions matter too. Take an NH$_3$ pair at 10 Å and 600 K.

**Permanent dipoles.** Averaged over orientations, $\langle V^2\rangle=6\mu^4/(9R^6)$, and the leading free energy $-\langle V^2\rangle/(2kT)$ adds $\mu^4/(3kT)$ to the $R^{-6}$ coefficient. With the computed $\mu=1.61$ debye this is 16.8 eV Å$^6$, or 37 % of the dispersion value; a full Boltzmann average with the same dipole agrees. The fourth power magnifies errors in $\mu$: a dipole 5 % too large makes the term 22 % too large, and Hartree-Fock does overestimate the dipole of ammonia. Induction adds a smaller amount: the mean squared field of a dipole is $(1+1+4)\mu^2/(3R^6)=2\mu^2/R^6$, each molecule gains $-\frac12\alpha$ times this, and the pair contributes $2\alpha\mu^2=6.0$ eV Å$^6$. The permanent quadrupole adds a dipole-quadrupole orientation term in $R^{-8}$, left out here; at 10 Å it is a few per cent of the dispersion term.

**Quadrupole response.** For unit vectors $\mathbf a,\mathbf b$, the dipole-quadrupole term of the Coulomb expansion is

$$V_{12}=\tfrac12\left(15a_zb_z^2-6b_z\,\mathbf a\cdot\mathbf b-3a_z\right).$$

Averaging its square over $\mathbf a$ gives $\frac13(11.25b_z^4-4.5b_z^2+2.25)$, and over $\mathbf b$ gives 1. Dipole and quadrupole components have mean squares $1/3$ and $1/5$, so the squared couplings sum to 15 where the dipole pair had 6. With two such terms, $C_8=(15/\pi)\int\alpha\,\alpha_2\,d\omega$, where $\alpha_2$ is the mean quadrupole polarizability, taken over the five real components normalized like $r^2P_2=z^2-(x^2+y^2)/2$, here about the nitrogen nucleus. In this basis the $C_8$ term is 7.4 % of the $C_6$ term at 10 Å. The basis has no f functions on nitrogen, which the quadrupole response needs, so this share is a low estimate.

**Retardation.** At imaginary frequency the wave $e^{-kr}/r$ with $k=\omega/\hbar c$ replaces $1/r$, and the dipole coupling is $-(\partial_i\partial_j-k^2\delta_{ij})$ applied to it. The second derivative is $\partial_r^2$ along the axis and $r^{-1}\partial_r$ across it. With $x=kR$ and a factor $R^{-3}$ taken out, the couplings become $2(1+x)e^{-x}$ along the axis and $(1+x+x^2)e^{-x}$ across it, apart from sign. Squaring and summing multiplies the integrand of (2) by $e^{-2x}(x^4+2x^3+5x^2+6x+3)/3\simeq1-x^2/3$. The loss is 0.3 %.

Ammonia is used as a process gas in plasma treatment of low-k films. The round values for oscillator A lie within about 7 % of the computed 1.87 Å$^3$ and 17.2 eV; oscillator B is a soft partner, not a model of silicon bonded in a film. For a molecule close to a pore wall the assumption of large separation fails. Even for the NH$_3$ pair, at 4 Å the $C_8$ share scales to $7.4\times(10/4)^2\simeq46$ %, and overlap, screening and many-body terms enter as well. There $C_6$ is an input to a fuller interaction model, not an adsorption energy. The computed values are listed in the numerical output below.

## Numbers as computed

```
Oscillator A: 2.0 angstrom^3, 16.0 eV
Oscillator B: 5.5 angstrom^3, 8.0 eV
London C6: 88.000000 eV angstrom^6 = 147.2737 a.u.
C6 from coupled modes at 10 angstrom: 88.0009 eV angstrom^6
Best scale: 11.3137 eV
Two-oscillator relative error, n=2: -1.78e-02
Two-oscillator relative error, n=4: 9.52e-04
Two-oscillator relative error, n=6: 5.38e-05
Two-oscillator relative error, n=8: 9.82e-07
Two-oscillator relative error, n=10: -1.97e-08
Two-oscillator relative error, n=12: -1.73e-09
Rigorous relative bound, n=8: 1.18e-04
Scale 4.00 eV: rho 1.8987, rho^2 3.605
  measured factor per point 3.525, relative error n=8 1.95e-05
Scale 11.31 eV: rho 2.3648, rho^2 5.592
  measured factor per point 5.626, relative error n=8 9.82e-07
Scale 40.00 eV: rho 1.7969, rho^2 3.229
  measured factor per point 3.198, relative error n=8 3.35e-04
NH3 geometry: N-H 1.01 angstrom, H-N-H 107 degrees
NH3 mean static polarizability: 1.8662 angstrom^3
NH3 polarizability along axis: 1.9049 angstrom^3
Same from finite field: 1.9050 angstrom^3
NH3 polarizability across axis: 1.8469 angstrom^3
NH3 oscillator-strength sum: 8.419 (10 electrons)
NH3 response levels: lowest 7.40 eV, highest 500.3 eV
NH3-NH3 C6, double sum: 44.9782 eV angstrom^6 = 75.274 a.u.
NH3 relative error, scale 16 eV, n=4: -1.20e-03
NH3 relative error, scale 16 eV, n=8: -3.41e-06
NH3 relative error, scale 16 eV, n=12: 9.39e-08
NH3 relative error, scale 16 eV, n=16: 1.35e-08
NH3 relative error, scale 16 eV, n=40: 1.89e-14
NH3 relative error, scale 60.8 eV, n=8: -6.54e-05
NH3 relative error, scale 60.8 eV, n=16: 1.23e-07
NH3 effective oscillator energy: 17.219 eV
NH3 alpha(i E_eff)/alpha(0): 0.4972 (one oscillator: 0.5)
NH3-B C6, full response: 83.1403 eV angstrom^6
NH3-B C6, two oscillators: 84.0987 eV angstrom^6
NH3-B two-oscillator deviation: 1.15 %
Pair conditions: 10 angstrom, 600 K
C8 term relative to C6 term: 7.40 %
Retardation change of dispersion: -0.323 %
NH3 dipole moment: 1.609 debye
Orientation free-energy C6: 16.839 eV angstrom^6
Same, full Boltzmann average: 16.839 eV angstrom^6
Induction C6: 6.032 eV angstrom^6
NH3-NH3 C6 with PBE0 response: 49.758 eV angstrom^6 (+10.63 %)
NH3-NH3 C6 with larger N basis: 45.471 eV angstrom^6 (+1.10 %)
```
